\section*{Time-Step Error of Drift Velocity in Monte Carlo Transport}

\section{Definitions and conventions}

A carrier of effective mass $m$ moves in a parabolic band under a steady, uniform electric field of magnitude $E$. In atomic units $e=\hbar=m_e=1$, but $e$ is kept visible so that the formulas can be used in any consistent units. Velocities are components along the force, positive in its direction; for electrons this is opposite to the field. The acceleration is
\begin{equation}
a=\frac{eE}{m}.
\end{equation}

In the physical model, collisions form a Poisson process with constant rate $1/\tau$. Each collision rethermalizes the carrier: its velocity is replaced by a fresh draw $w$ from a thermal distribution with $\langle w\rangle=0$. Neither the rate nor the draw depends on the velocity before the collision.

The Monte Carlo scheme replaces continuous time by steps of length $dt$. In each step the carrier first flies freely, with velocity and displacement computed without error for constant acceleration. At the end of the step one collision test is made, and with probability $P$ the velocity is redrawn. Define
\begin{equation}
x=\frac{dt}{\tau}.
\end{equation}
Two rules for $P$ are compared: the exponential rule $P=1-e^{-x}$ and the linear rule $P=x$. The linear rule requires $0<x\le1$, because a probability cannot exceed one.

The drift velocity $v_d$ is the long-time displacement divided by the elapsed time. It therefore averages over the interior of every step. This choice matters, because velocities recorded only at the start or only at the end of each step have a different mean.

\section{The continuous-time reference}

Let $T$ be the time between two successive collisions. A flight that starts with velocity $w$ covers the distance $wT+aT^2/2$. Flights are independent of one another, so over many flights the ratio of total distance to total time tends to the ratio of the means:
\begin{equation}
v_d=\frac{\langle wT\rangle+\tfrac12a\langle T^2\rangle}{\langle T\rangle}
=\frac{a\langle T^2\rangle}{2\langle T\rangle}.
\label{eq:renewal}
\end{equation}
The first term vanishes because $w$ and $T$ are independent, which gives $\langle wT\rangle=\langle w\rangle\langle T\rangle=0$. If the collision rate depended on velocity, this step would fail.

For a Poisson process $T$ has the density $e^{-T/\tau}/\tau$, with moments $\langle T\rangle=\tau$ and $\langle T^2\rangle=2\tau^2$. Hence
\begin{equation}
v_d=\frac{a\,2\tau^2}{2\tau}=a\tau=\frac{eE\tau}{m}.
\end{equation}
This is the value that the stepped scheme should reproduce.

\section{Drift for any collision probability}

Let $u_n$ be the mean velocity at the start of step $n$. After the flight the mean is $u_n+a\,dt$. The test leaves a fraction $1-P$ of the carriers unchanged and gives the others zero mean velocity, so
\begin{equation}
u_{n+1}=(1-P)(u_n+a\,dt).
\label{eq:map}
\end{equation}
In the stationary state $u_{n+1}=u_n=u$. Collecting the terms in $u$ gives $Pu=(1-P)a\,dt$, or
\begin{equation}
u=a\,dt\,\frac{1-P}{P}.
\label{eq:after}
\end{equation}
Subtracting the fixed-point equation from \eqref{eq:map} gives $u_{n+1}-u=(1-P)(u_n-u)$. An initial deviation thus shrinks by the factor $1-P$ per step. With the exponential rule this factor is $e^{-dt/\tau}$, which is also the continuous-time decay over $dt$.

Within a step the mean velocity rises linearly from $u$ to $u+a\,dt$. Its average over the step is
\begin{align}
v_d&=\frac1{dt}\int_0^{dt}(u+as)\,ds
=u+\frac{a\,dt}{2}\nonumber\\
&=a\,dt\left(\frac1P-1+\frac12\right)
=a\,dt\left(\frac1P-\frac12\right).
\label{eq:general}
\end{align}
The thermal width has dropped out: it affects the statistical noise, but not the mean.

\section{The exponential rule}

The probability of no Poisson event during $dt$ is $e^{-x}$, so at least one event occurs with probability $1-e^{-x}$. If there are several, the last redraw alone determines the velocity that is carried forward. A single test with this probability therefore represents all events of the step, apart from their timing.

Insert $P=1-e^{-x}$ into \eqref{eq:general} and put the terms over a common denominator:
\begin{align}
\frac1{1-e^{-x}}-\frac12
&=\frac{2-(1-e^{-x})}{2(1-e^{-x})}
=\frac12\,\frac{1+e^{-x}}{1-e^{-x}}\nonumber\\
&=\frac12\,\frac{e^{x/2}+e^{-x/2}}{e^{x/2}-e^{-x/2}}
=\frac12\coth\frac x2 .
\end{align}
The second line follows on multiplying numerator and denominator by $e^{x/2}$. Since $a\,dt=a\tau x$,
\begin{equation}
v_d^{\rm exp}=\frac{eE\tau}{m}\,\frac x2\coth\frac x2 .
\label{eq:exp}
\end{equation}

For small steps put $y=x/2$ and divide the series of $\cosh y$ by that of $\sinh y/y$:
\begin{equation}
y\coth y=\frac{1+y^2/2+\cdots}{1+y^2/6+\cdots}
=1+\frac{y^2}{3}+O(y^4).
\end{equation}
Therefore
\begin{equation}
\frac{v_d^{\rm exp}}{a\tau}=1+\frac{x^2}{12}+O(x^4).
\end{equation}
The error relative to $a\tau$ is second order and positive.

A bound holds for every $x>0$. Because $\tanh y$ starts at zero with slope one, and its slope $1/\cosh^2y$ is below one for $y>0$, we have $\tanh y<y$ and so $y\coth y>1$. For the other side, consider
\begin{equation}
\left(1+\frac{y^2}{3}\right)\sinh y-y\cosh y .
\end{equation}
Its coefficient of $y$ is $1-1=0$. For $k\ge1$ the coefficient of $y^{2k+1}$ is
\begin{align}
&\frac1{(2k+1)!}+\frac1{3(2k-1)!}-\frac1{(2k)!}\nonumber\\
&\quad=\frac{1+\frac13\,2k(2k+1)-(2k+1)}{(2k+1)!}
=\frac{2k(2k-2)}{3(2k+1)!}.
\end{align}
This vanishes for $k=1$ and is positive for $k\ge2$. The whole expression is thus positive, and division by $\sinh y$ gives $y\coth y<1+y^2/3$. In terms of $x$,
\begin{equation}
0<\frac{v_d^{\rm exp}}{a\tau}-1<\frac{x^2}{12}.
\label{eq:bound}
\end{equation}

In the opposite limit, $x\gg1$, nearly every step ends in a collision. Then $\coth(x/2)\to1$ and $v_d\to a\,dt/2$, the average velocity of a flight of length $dt$ from zero mean velocity. The result now depends on the step length instead of $\tau$, so the scheme no longer resolves the physics.

\section{The linear rule}

With $P=x$, equation \eqref{eq:general} gives
\begin{equation}
v_d^{\rm lin}=a\tau x\left(\frac1x-\frac12\right)
=\frac{eE\tau}{m}\left(1-\frac x2\right).
\label{eq:lin}
\end{equation}
The relative error is $-x/2$, which is first order. At $x=1$ every step ends in a collision, and the drift is half the correct value.

The two probabilities differ only at second order, $x-(1-e^{-x})=x^2/2+O(x^3)$. The drift, however, contains $1/P$, so the relative difference counts. That difference is $(x^2/2)/x=x/2$ to leading order, and it lowers the drift by the same fraction.

\section{What the flight times show}

Equation \eqref{eq:renewal} also applies to the stepped scheme, and it shows why the two rules behave differently. A flight now lasts $T=n\,dt$ with probability $P(1-P)^{n-1}$, $n=1,2,\ldots$ Write $q=1-P$. Differentiating the geometric series $\sum_{n\ge0}q^n=1/(1-q)$ once and twice gives
\begin{equation}
\sum_{n\ge1}nq^{n-1}=\frac1{P^2},\qquad
\sum_{n\ge1}n(n+1)q^{n-1}=\frac2{P^3}.
\end{equation}
Multiplication by $P$ yields $\langle n\rangle=1/P$ and $\langle n^2\rangle+\langle n\rangle=2/P^2$. Hence
\begin{equation}
\langle T\rangle=\frac{dt}{P},\qquad
\langle T^2\rangle=dt^2\,\frac{2-P}{P^2}.
\end{equation}
Their ratio in \eqref{eq:renewal} is $a\,dt(2-P)/(2P)$, in agreement with \eqref{eq:general}.

The linear rule has $\langle T\rangle=\tau$, the correct mean time between collisions. Its second moment is $\tau^2(2-x)$ instead of $2\tau^2$, and this shortage of long flights reduces the drift. A correct collision count is therefore no guarantee of a correct drift.

The exponential rule has too long a mean flight, because events in the same step are merged. Factorizing the drift gives
\begin{align}
\frac{v_d^{\rm exp}}{a\tau}
&=\frac{\langle T\rangle}{\tau}\,
\frac{\langle T^2\rangle}{2\langle T\rangle^2}
=\frac{x}{1-e^{-x}}\,\frac{1+e^{-x}}2\nonumber\\
&=\left(1+\frac x2+\frac{x^2}{12}+\cdots\right)
\left(1-\frac x2+\frac{x^2}{4}-\cdots\right).
\end{align}
The longer mean flight and the smaller relative spread cancel at first order. At second order, $1/12-1/4+1/4=1/12$ remains.

The remaining error comes from moving all events to the ends of their steps, which both shifts them and merges those in the same step. This was tested with two million random Poisson intervals. With events at their true times, the drift was $1.000\,a\tau$. With the same events moved to the ends of steps of length $\tau$, it was $1.082\,a\tau$, as \eqref{eq:exp} gives for $x=1$. This test shows the two effects together; separately they have opposite signs. Suppose only the last event of each step is kept, at its true time. A step holds two events with probability about $x^2/2$, their mean separation is $dt/3$, and during it the velocity is too high by $a\tau$ on average. To leading order the drift rises by the fraction $x^2/6$. The shift to the step end therefore lowers it by $x^2/12$, leaving $+x^2/12$.

\section{Where the velocity is sampled}

Just before the test the stationary mean velocity is $u+a\,dt=a\,dt/P$. Just after it, the mean is $u=a\,dt(1-P)/P$. For the exponential rule,
\begin{align}
\frac{v_{\rm before}}{a\tau}&=\frac{x}{1-e^{-x}}=1+\frac x2+O(x^2),\\
\frac{v_{\rm after}}{a\tau}&=\frac{x}{e^x-1}=1-\frac x2+O(x^2).
\end{align}
Either record alone has a first-order error. Their arithmetic mean is the time average \eqref{eq:exp}, since the velocity is linear in time during the flight.

For the linear rule $v_{\rm before}=a\tau$, with no step error, although the displacement per unit time is $a\tau(1-x/2)$. Agreement of this one record with $a\tau$ does not validate the trajectories. The position update matters too: if each displacement were computed as the pre-test velocity times $dt$, the displacement rate would be $a\,dt/P$, and \eqref{eq:general} would not apply.

\section{Worked example: electrons in silicon}

Take rough typical values for lightly doped silicon at 300 K: longitudinal and transverse masses $0.92\,m_e$ and $0.19\,m_e$, and $\tau=200$ fs. The field is $10^{-4}$ MV/cm. With six equally filled valleys and the same $\tau$ in each, the inverse masses average to
\begin{equation}
\frac{m_e}{m}=\frac13\left(\frac1{0.92}+\frac2{0.19}\right),
\qquad m=0.258\,m_e .
\end{equation}
The mobility $\mu=e\tau/m$ is 1362 cm$^2$/Vs. The field equals 100 V/cm, so the continuous-time drift is $1362\times100\approx1.36\times10^5$ cm/s.

For $dt=40$ fs, $x=40/200=0.2$. The exponential rule has $P=0.18127$, and
\begin{equation}
\frac{v_d^{\rm exp}}{a\tau}=0.2\left(\frac1{0.18127}-\frac12\right)=1.0033 .
\end{equation}
The linear rule gives $0.2(5-0.5)=0.90$. The drifts are $1.37\times10^5$ and $1.23\times10^5$ cm/s. At fixed $\tau$ and field, the errors relative to $a\tau$ are:

\begin{center}
\begin{tabular}{rrrr}
$dt$ (fs) & $x$ & exponential (\%) & linear (\%)\\
10 & 0.05 & $+0.02$ & $-2.5$\\
20 & 0.10 & $+0.08$ & $-5.0$\\
40 & 0.20 & $+0.33$ & $-10$\\
100 & 0.50 & $+2.1$ & $-25$\\
200 & 1.00 & $+8.2$ & $-50$
\end{tabular}
\end{center}

Halving the step from 20 to 10 fs divides the first error by about four and the second by two. For an error of 1\% in magnitude, the exponential rule allows a step of 69 fs and the linear rule 4 fs, a ratio of about 17. The estimate $x=\sqrt{12\times0.01}=0.35$ from \eqref{eq:bound} explains the first value, and $x=2\times0.01$ gives the second. These limits concern the stationary drift at constant $\tau$ and constant field; they do not cover a field that varies in space or time.

The flight times at $dt=40$ fs show the cancellation. The exponential rule has a mean flight of 221 fs, about 10\% too long, yet $\langle T^2\rangle/(2\langle T\rangle)=200.7$ fs. The linear rule has the correct mean of 200 fs, but the ratio that sets the drift is 180 fs.

\section{The model beside real silicon}

The mobility lies close to the rough value of 1400 cm$^2$/Vs known for lightly doped silicon at room temperature, because $\tau$ was chosen to place it there; it is not a prediction. The field is far below those in short transistors, which can exceed 0.1 MV/cm. Already at 0.1 MV/cm the linear law would give about $1.4\times10^8$ cm/s, more than ten times the rough saturation velocity $v_s=10^7$ cm/s. A constant $\tau$ cannot hold there, and full rethermalization at each collision and the parabolic band become doubtful too. At the example's field, the simple interpolation $v=a\tau/(1+a\tau/v_s)$ would lower the drift by 1.3\%, but this overstates the loss. Its correction is linear in the field, whereas symmetry under field reversal makes the leading low-field correction to the mobility quadratic. The form $v=a\tau/\sqrt{1+(a\tau/v_s)^2}$ respects this symmetry and gives a loss of about $\frac12(0.0136)^2\approx0.01\%$. Symmetry fixes the power of the field but not the coefficient, so this number belongs to the interpolation. Carrier heating with energy-dependent phonon scattering can give a loss several times larger, some hundredths of a percent at this field, which is still below the step error of the exponential rule at 40 fs.

Energy-dependent scattering matters even at low field. Suppose that scattering is elastic and isotropic, with $\tau(\varepsilon)=\tau_0(\varepsilon/k_BT_L)^{-1/2}$, as for acoustic phonons in a simple parabolic band; $T_L$ is the lattice temperature. To first order in the field, the Boltzmann equation changes the Maxwell distribution $f_0$ by $\delta f=\tau eEv_xf_0/(k_BT_L)$. With $\langle v_x^2\tau\rangle=2\langle\varepsilon\tau\rangle/(3m)$ and $\langle\varepsilon\rangle=3k_BT_L/2$, the drift is
\begin{equation}
v_d=\frac{eE}{k_BT_L}\langle v_x^2\tau\rangle
=\frac{eE}{m}\frac{\langle\varepsilon\tau\rangle}{\langle\varepsilon\rangle}.
\end{equation}
The Maxwell weight $\sqrt\varepsilon\,e^{-\varepsilon/k_BT_L}$ gives
\begin{equation}
\frac{\langle\varepsilon\tau\rangle}{\langle\varepsilon\rangle}
\left\langle\frac1\tau\right\rangle
=\frac{\Gamma(2)}{\Gamma(5/2)}\,\frac{\Gamma(2)}{\Gamma(3/2)}
=\frac8{3\pi}\approx0.85 .
\end{equation}
If the constant rate is set to the mean collision rate, the proper drift for this scattering law is therefore 15\% below the model's. Refining $dt$ cannot remove this difference. Fitting $\tau$ to the low-field mobility absorbs it at one temperature. The figure of 15\% holds for acoustic scattering alone; in silicon at 300 K intervalley phonons supply roughly half of the collisions, and the difference is smaller, near 10\%.

Operating temperature has a larger effect. With the rough law $\mu\propto T_L^{-2.4}$, warming from 300 to 350 K multiplies the mobility by 0.69. With the same $\tau$ along and across a valley, mass anisotropy makes the valley drifts unequal: $3.8\times10^4$ cm/s for a field along a valley's long axis and $1.9\times10^5$ cm/s across it. For a field along a cubic axis, two of the six valleys have the first value and four the second. The average over all six is the drift used above while the valleys stay equally filled.

Other omissions are small here or limit the model's range. At $10^{15}$ electrons per cm$^3$ the band-edge occupation is about $4\times10^{-5}$, so degeneracy is negligible. The field is about $3\times10^{-4}$ of a rough breakdown field, and an electron would have to cross about $10^5$ nm to gain the band-gap energy, so band-to-band tunnelling is negligible too. The collisional width $\hbar/\tau$ is 0.13 of $k_BT_L$; this indicates the limited sharpness of the semiclassical energy, not a 13\% drift error. Finally, the mean thermal speed times $\tau$ is 42 nm. In a channel of comparable length a carrier makes few collisions, and the stationary drift does not describe its transit. The numerical output lists the main values behind these estimates.

\section*{Computed values}
\begin{verbatim}
Longitudinal, transverse mass: 0.92, 0.19 m_e
Conductivity mass: 0.2583 m_e
Collision time: 200 fs; temperature: 300 K
Field: 0.0001 MV/cm
Mobility e tau/m: 1362 cm2/Vs
Continuous-time drift: 1.3617e+05 cm/s
dt(fs) x P_exp | drift exp, linear (cm/s) | errors exp, linear (%)
  10 0.05 0.04877 | 1.3620e+05 1.3277e+05 | +0.0208 -2.50
  20 0.10 0.09516 | 1.3628e+05 1.2936e+05 | +0.0833 -5.00
  40 0.20 0.18127 | 1.3662e+05 1.2255e+05 | +0.3331 -10.00
 100 0.50 0.39347 | 1.3900e+05 1.0213e+05 | +2.0747 -25.00
 200 1.00 0.63212 | 1.4733e+05 6.8086e+04 | +8.1977 -50.00
Largest step for 1% error, exponential rule: 69.4 fs
Largest step for 1% error, linear rule: 4.0 fs
Ratio of these steps: 17.3
Error ratio on halving x=0.1, exponential: 3.9995
Error ratio on halving x=0.1, linear: 2.0000
40 fs, exponential: mean flight 220.67 fs, mean square 88561 fs2
  mean square/(2 mean): 200.67 fs
  sampled before, after test: 1.5024e+05, 1.2301e+05 cm/s
40 fs, linear: mean flight 200.00 fs, mean square 72000 fs2
  mean square/(2 mean): 180.00 fs
  sampled before, after test: 1.3617e+05, 1.0894e+05 cm/s
Ensemble x=0.8, drift/(a tau), exponential: 1.052 (formula 1.053)
Ensemble x=0.8, drift/(a tau), linear: 0.602 (formula 0.600)
Poisson events at true times, drift/(a tau): 1.000
Same events moved to step ends, x=1: 1.082 (formula 1.082)
Neglected effects, rough silicon estimates:
Acoustic transport time * mean rate: 0.8488
Rough saturation velocity: 1e+07 cm/s
Drift loss by saturation, simple interpolation: 1.34 %
Valley drift, field along long axis: 3.824e+04 cm/s
Valley drift, field across long axis: 1.851e+05 cm/s
Electron density: 1e+15 cm^-3
Effective density of states: 2.74e+19 cm^-3
Band-edge occupation: 3.6e-05
Broadening hbar/tau: 0.00329 eV; kT: 0.02585 eV
Broadening/kT: 0.127
Rough mobility exponent in temperature: -2.4
Mobility factor at 350 K: 0.69
Rough breakdown field: 0.3 MV/cm
Field/breakdown field: 3.3e-04
Rough band gap: 1.1 eV
Band-to-band tunnelling distance gap/(eE): 1.10e+05 nm
Mean thermal speed times tau: 42.3 nm
\end{verbatim}
